# Capacitance of the Bikerman double layer and its one-third threshold, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The model and its capacitance

### Definitions and conventions

A flat electrode fills the half-space $x<0$ and an electrolyte fills $x>0$. All quantities depend on $x$ alone. The elementary charge $e$ is positive, and the ions carry the charges $+ze$ and $-ze$. The electrostatic potential $\phi(x)$ is measured from the bulk of the electrolyte, so $\phi(\infty)=0$, and $\phi_0=\phi(0)$ is the potential of the electrode surface. With Boltzmann's constant $k$ and temperature $T$, the reduced potential is

$$u(x)=\frac{ze\,\phi(x)}{kT},\qquad u_0=u(0).$$

A prime on $\phi$ or $u$ means $d/dx$. The surface charge density of the electrode is $\sigma$, and the quantity sought is the differential capacitance per unit area,

$$C=\frac{d\sigma}{d\phi_0}.$$

The electrolyte is divided into cells of volume $a^3$. The fractions of cells near $x$ that hold a cation, an anion or no ion are $\eta_+$, $\eta_-$ and $\eta_0=1-\eta_+-\eta_-$. In the bulk each ion has the number density $c_0$, so $\eta_+=\eta_-=a^3c_0$ there. The bulk packing fraction is the fraction of occupied bulk cells,

$$\nu=2a^3c_0,\qquad 0<\nu<1.$$

It is not the volume fraction of hard spheres. A sphere of diameter $a$ fills the part $\pi/6$ of its cell, so spheres inscribed in the cells would have the volume fraction $\pi\nu/6$.

With a uniform permittivity $\varepsilon$, the Debye length and the capacitance scale are

$$\lambda=\sqrt{\frac{\varepsilon kT}{2z^2e^2c_0}},\qquad C_0=\frac{\varepsilon}{\lambda}.$$

### Assumptions

1. The electrode is ideally polarizable: no charge crosses the interface.
2. A cell holds at most one ion, and both kinds of ion need the same cell volume.
3. Apart from this exclusion, ions interact through the mean potential $\phi$ alone. Correlations between individual ions are neglected.
4. The occupancies at $x$ depend on $\phi$ at the same $x$. The layered packing of ions of finite size at a wall is therefore absent.
5. The permittivity is uniform, and the ionic charge density starts directly at the surface, without an ion-free (Stern) layer.

### Theorem 1 (capacitance)

Under these assumptions, with

$$D(u)=1+2\nu\sinh^2\frac u2, \tag{1}$$

the differential capacitance is

$$\boxed{\;C=C_0\,\frac{|\sinh u_0|}{D(u_0)\sqrt{\dfrac{2}{\nu}\ln D(u_0)}}\;} \tag{2}$$

and its value at $u_0=0$ is the limit $C=C_0$.

The proof has three parts: the occupancies in a given potential, the potential profile, and the charge.

### Lemma 1 (occupancies)

In local equilibrium at reduced potential $u$,

$$\eta_\pm=\frac{\nu}{2}\,\frac{e^{\mp u}}{D(u)},\qquad \eta_0=\frac{1-\nu}{D(u)}. \tag{3}$$

**Proof.** The first question is which energy an ion feels when the potential itself depends on the ions. The field energy per unit area is $U=\int_0^\infty\frac{\varepsilon}{2}\phi'^2dx$. Let the ionic charge density $\rho$ change by $\delta\rho$ at fixed electrode charge. Then

$$\delta U=\int_0^\infty\varepsilon\phi'\,\delta\phi'\,dx .$$

Since $\phi'$ is the derivative of $\phi$, integration by parts gives

$$\delta U=\Big[\varepsilon\phi\,\delta\phi'\Big]_0^\infty-\int_0^\infty\varepsilon\phi\,\delta\phi''\,dx .$$

The upper boundary term vanishes because $\phi(\infty)=0$. The lower one vanishes because fixed electrode charge means fixed $\phi'(0)$. Poisson's equation $\varepsilon\phi''=-\rho$ gives $\varepsilon\,\delta\phi''=-\delta\rho$. Hence $\delta U=\int_0^\infty\phi\,\delta\rho\,dx$: adding an ion costs $\pm ze\phi$, with no factor one half.

The entropy follows from counting. Among $N$ cells, $N_+$ cations and $N_-$ anions can be placed in $N!/(N_+!\,N_-!\,N_0!)$ ways, with $N_0=N-N_+-N_-$. Stirling's formula $\ln N!\approx N\ln N-N$ turns the logarithm of this number, per cell, into $-\sum_i\eta_i\ln\eta_i$, where $i$ runs over $+,-,0$.

The ions are exchanged with the bulk, where $u=0$ and both kinds are equally frequent, so they have the same chemical potential $\mu$. With $m=\mu/kT$, the occupancies are those that make the grand potential per cell, in units of $kT$,

$$\omega=\sum_i\eta_i\ln\eta_i+u(\eta_+-\eta_-)-m(\eta_++\eta_-) \tag{4}$$

stationary at the actual $u$. Overall neutrality restricts the variations and could add a constant to $\phi$; the convention $\phi=0$ in the bulk sets this constant to zero.

Because $\eta_0=1-\eta_+-\eta_-$, the derivative of $\eta_0\ln\eta_0$ with respect to either occupancy is $-\ln\eta_0-1$. Therefore

$$\frac{\partial\omega}{\partial\eta_\pm}=\ln\eta_\pm-\ln\eta_0\pm u-m=0
\quad\Longrightarrow\quad \eta_\pm=\eta_0\,e^{m\mp u}. \tag{5}$$

In the bulk this reads $\nu/2=(1-\nu)e^m$, which fixes $e^m=\nu/[2(1-\nu)]$. The three fractions sum to one, so

$$\frac1{\eta_0}=1+e^m(e^{-u}+e^{u})=1+\frac{\nu\cosh u}{1-\nu}=\frac{1-\nu+\nu\cosh u}{1-\nu}.$$

The identity $\cosh u-1=2\sinh^2(u/2)$ shows that the last numerator is $D(u)$. This gives $\eta_0$, and equation (5) then gives $\eta_\pm$.

The stationary point is a minimum. The second derivatives of $\omega$ form the matrix with $1/\eta_\pm$ on the diagonal plus $1/\eta_0$ in every entry, which is positive definite. The field energy is a positive quadratic form in the charges, so the complete functional is convex as well. $\square$

For large positive $u$ the anion occupancy tends to one, whereas Boltzmann's law without exclusion would let it grow as $e^u$. The factor $1/D=\eta_0/(1-\nu)$ is the number of free cells relative to the bulk, and this scarcity of free cells is the whole steric effect in the model.

### Lemma 2 (profile)

The reduced potential obeys

$$u''=\frac{1}{\lambda^2}\frac{\sinh u}{D(u)},\qquad u'^2=\frac{2}{\nu\lambda^2}\ln D(u), \tag{6}$$

and $|u|$ decreases steadily from the electrode to the bulk.

**Proof.** The charge density follows from equation (3):

$$\rho=\frac{ze}{a^3}(\eta_+-\eta_-)=\frac{ze}{a^3}\,\frac{\nu}{2}\,\frac{e^{-u}-e^{u}}{D}=-\frac{ze\,\nu}{a^3}\frac{\sinh u}{D}. \tag{7}$$

Its sign is opposite to that of $u$, as it must be for a screening charge. Multiplying $\phi''=-\rho/\varepsilon$ by $ze/kT$ gives

$$u''=\frac{z^2e^2\nu}{\varepsilon kT\,a^3}\,\frac{\sinh u}{D}.$$

Since $\nu/a^3=2c_0$, the prefactor is $2z^2e^2c_0/(\varepsilon kT)=1/\lambda^2$.

For the first integral, write $D=1-\nu+\nu\cosh u$, so that $dD/du=\nu\sinh u$. Then $\sinh u/D=(1/\nu)\,d\ln D/du$. Multiplying the equation for $u''$ by $u'$ makes both sides total derivatives:

$$\frac{d}{dx}\,\frac{u'^2}{2}=\frac{1}{\nu\lambda^2}\frac{d}{dx}\ln D(u).$$

In the bulk $u'=0$ and $D=1$, so the integration constant is zero, and the second part of equation (6) follows.

If $u$ vanished at some finite $x$, then $D=1$ and $u'=0$ there, and the unique solution with these data would be $u=0$ everywhere. For $u_0\neq0$ the potential therefore keeps its sign. Then $D>1$, so $u'$ does not vanish and keeps its sign too. Because $u$ tends to zero, $|u|$ decreases. $\square$

### Proof of Theorem 1

Inside the electrode the field is zero, so Gauss's law gives $\sigma=\varepsilon E(0^+)=-\varepsilon\phi'(0)$. By Lemma 2 the slope $u'(0)$ has the sign opposite to $u_0$. With $\phi'=(kT/ze)\,u'$,

$$\sigma=\operatorname{sgn}(u_0)\,\frac{\varepsilon kT}{ze\lambda}\sqrt{\frac2\nu\ln D(u_0)}. \tag{8}$$

A positive electrode potential thus belongs to a positive electrode charge. Since $d\phi_0=(kT/ze)\,du_0$, the factor $kT/ze$ cancels in the derivative:

$$C=\frac{ze}{kT}\frac{d\sigma}{du_0}=\frac{\varepsilon}{\lambda}\operatorname{sgn}(u_0)\,\frac{d}{du_0}\sqrt{\frac2\nu\ln D}.$$

The chain rule, with $dD/du_0=\nu\sinh u_0$, gives

$$\frac{d}{du_0}\sqrt{\frac2\nu\ln D}=\frac{1}{2\sqrt{\frac2\nu\ln D}}\cdot\frac2\nu\cdot\frac{\nu\sinh u_0}{D}=\frac{\sinh u_0}{D\sqrt{\frac2\nu\ln D}}.$$

The sign function turns $\sinh u_0$ into $|\sinh u_0|$, which is equation (2). For small $u_0$, $D\approx1+\nu u_0^2/2$, so the root tends to $|u_0|$ and the quotient to one. $\square$

### Remark 1: pressure balance and an effective thickness

Inserting $\ln\eta_\pm=\ln\eta_0+m\mp u$ from equation (5) into equation (4) cancels all terms with $u$ and $m$ and leaves $\omega=\ln\eta_0$. The pressure of the lattice gas is minus the grand potential per volume, $p=-(kT/a^3)\ln\eta_0$. Its excess over the bulk is

$$p-p_{\rm bulk}=\frac{kT}{a^3}\ln\frac{1-\nu}{\eta_0}=\frac{kT}{a^3}\ln D.$$

Squaring equation (8) and using $\nu\lambda^2=\varepsilon kT\,a^3/(z^2e^2)$, which restates the definition of $\lambda$, gives

$$\frac{\sigma^2}{2\varepsilon}=\frac{kT}{a^3}\ln D(u_0). \tag{9}$$

The electrostatic pull on the electrode equals the excess osmotic pressure at its surface. Differentiating equation (9) with respect to $\phi_0$ yields

$$\frac{\sigma C}{\varepsilon}=\frac{kT}{a^3}\cdot\frac{\nu\sinh u_0}{D}\cdot\frac{ze}{kT}=-\rho(0),$$

where the last step is equation (7). Hence, for $\sigma\ne0$,

$$C=\varepsilon\,\frac{|\rho(0)|}{|\sigma|}. \tag{10}$$

The double layer acts as a plate capacitor of thickness $|\sigma/\rho(0)|$, the thickness that the stored charge would have at its contact density. The capacitance rises with potential as long as the contact charge density grows faster, in relative terms, than the stored charge. It falls when the contact density can no longer keep up.

### Remark 2: dilute limit

Let $\nu\to0$ at fixed $u_0$. Then $D\to1$ and $(2/\nu)\ln D\to4\sinh^2(u_0/2)$. With $\sinh u_0=2\sinh(u_0/2)\cosh(u_0/2)$, equation (2) becomes the Gouy–Chapman result

$$C\to C_0\cosh\frac{u_0}{2}.$$

It requires $D-1\ll1$. At potentials with $e^{|u_0|}\gg1$ one has $D-1\approx(\nu/2)e^{|u_0|}$, so the limit fails when $|u_0|$ approaches $\ln(2/\nu)$. Dilution delays crowding only logarithmically.

### Remark 3: saturated limit

For large $|u_0|$, $D\approx(\nu/2)e^{|u_0|}$ and $|\sinh u_0|/D\to1/\nu$. Equation (2) then gives

$$C\approx\frac{C_0}{\sqrt{2\nu\,[\,|u_0|-\ln(2/\nu)\,]}}. \tag{11}$$

The leading part has a direct meaning. Suppose that counterions fill every cell up to a distance $d$ and that the field vanishes beyond it. A uniform charge density of magnitude $ze/a^3$ then gives a parabolic potential with

$$|\phi_0|=\frac{ze\,d^2}{2\varepsilon a^3},\qquad |\sigma|=\frac{ze\,d}{a^3}.$$

Therefore

$$C=\frac{d|\sigma|/dd}{d|\phi_0|/dd}=\frac{ze/a^3}{ze\,d/(\varepsilon a^3)}=\frac{\varepsilon}{d},\qquad d=\sqrt{\frac{2\varepsilon a^3|\phi_0|}{ze}}. \tag{12}$$

Division by $\lambda^2$ gives $d^2/\lambda^2=2\nu|u_0|$, so $\varepsilon/d$ is equation (11) without the logarithm. It does not contain $c_0$: a full layer no longer depends on the concentration of the bulk from which it was filled. The ratio of equation (11) to $\varepsilon/d$ is $[1-\ln(2/\nu)/|u_0|]^{-1/2}$, which exceeds one for $\nu<1$.

The capacitance thus falls at high potential for every $\nu$ in the model. Its behaviour near zero potential depends on $\nu$.

## Part II. The extremum at zero charge

### Symbols and results taken over

The reduced electrode potential is now written $u=ze\phi_0/kT$, without the index. The bulk packing fraction is $\nu=2a^3c_0$, where $c_0$ is the density of each ion and $a^3$ the cell volume; $\lambda$ is the Debye length, $\varepsilon$ the permittivity and $C_0=\varepsilon/\lambda$. With $D=1-\nu+\nu\cosh u=1+2\nu\sinh^2(u/2)$, Part I gave the electrode charge and the capacitance as

$$\sigma=\frac{\varepsilon kT}{ze\lambda}\,S(u),\qquad S=\operatorname{sgn}(u)\sqrt{\frac2\nu\ln D},\qquad \frac{C}{C_0}=\frac{dS}{du}=\frac{|\sinh u|}{D\,|S|}. \tag{13}$$

Because $C>0$, the charge increases with $u$ and vanishes at $u=0$. Zero charge and zero potential are therefore the same point, and an extremum of $C$ as a function of one is an extremum of the same kind as a function of the other.

### Theorem 2 (the threshold)

Within the model, for $0<\nu<1$:

1. If $\nu<1/3$, $C$ has a local minimum at $u=0$ and one maximum on each side of it.
2. If $\nu\ge1/3$, $C$ has its maximum at $u=0$ and falls strictly as $|u|$ grows.

At $\nu=1/3$ the second derivative at $u=0$ vanishes, and the maximum is of fourth order.

### Lemma 3 (expansion at zero charge)

For small $u$,

$$\frac{C}{C_0}=1+\frac{1-3\nu}{8}u^2+5\left[\frac{1-15\nu+30\nu^2}{720}-\frac{(1-3\nu)^2}{1152}\right]u^4+O(u^6). \tag{14}$$

For this lattice model, the capacitance is now known at every electrode potential, and it falls at high potential for every packing fraction. Still to be proved are the expansion (14) and Theorem 2, which says when zero charge is a minimum or a maximum; a worked example and the conditions under which the result fails then follow.
